# Evaporative Cooling and Self-Consistent Vapour Pressure in Steady Precursor Delivery: test program

```python
"""Evaporative cooling of a precursor vessel during steady carrier-gas delivery.

Result under test: wall and carrier heat (K + F*c)*theta balance latent heat L*n,
with n = F*p(T)/P and theta = T_bath - T.  With a = L/(R*T_bath^2),
B = a*L*F*p_bath/(P*(K + F*c)), eps = R*T_bath/L and w = LambertW(B):
    a*theta = w - eps*w^3/(1+w) + O(eps^2),   p/p_bath = a*theta/B.
K: wall conductance (W/K); F: carrier flow (mol/s); c: carrier heat capacity;
L: latent heat (J/mol); P: total pressure; p: precursor vapour pressure.
The carrier enters at the bath temperature and leaves saturated at T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

R = const.R
torr = const.torr
sccm = const.atm * 1e-6 / (R * 273.15) / 60.0   # mol/s

T_ref = 370.0            # K, bath temperature of the base case
L = 70e3                 # J/mol
p_ref = 2.0 * torr       # Pa, vapour pressure at T_ref
P = 100.0 * torr         # Pa
F = 500.0 * sccm         # mol/s
c = 3.5 * R              # J/(mol K), rigid diatomic carrier
K = 0.04                 # W/K
N0 = 0.5                 # mol, initial inventory
c_liq = 300.0            # J/(mol K)


def vapour_pressure(T):
    return p_ref * np.exp(-L / R * (1.0 / T - 1.0 / T_ref))


def heat_residual(T, flow, wall, bath):
    return (wall + flow * c) * (bath - T) - L * flow * vapour_pressure(T) / P


def steady_T(flow=F, wall=K, bath=T_ref):
    return brentq(heat_residual, 150.0, bath, args=(flow, wall, bath),
                  xtol=1e-11, rtol=1e-14)


def delivery(flow=F, wall=K, bath=T_ref):
    return flow * vapour_pressure(steady_T(flow, wall, bath)) / P


def lambert_x(B, eps):
    w = lambertw(B).real
    return w, w - eps * w**3 / (1.0 + w)


# Base case
K_e = K + F * c
a = L / (R * T_ref**2)
eps = R * T_ref / L
n_uncooled = F * p_ref / P
theta0 = L * n_uncooled / K_e
B = a * theta0
w, x_corr = lambert_x(B, eps)
T = steady_T()
theta = T_ref - T
p = vapour_pressure(T)
n = F * p / P
s = L * theta / (R * T**2)
phi = F * c / K_e

# Closed vapour-pressure law against quadrature of the Clausius-Clapeyron slope
for T_test in (300.0, 350.0, T):
    log_ratio = quad(lambda u: L / (R * u**2), T_ref, T_test)[0]
    assert abs(np.log(vapour_pressure(T_test) / p_ref) - log_ratio) < 1e-9

# One steady state only, found by a scan over temperature
scan = heat_residual(np.linspace(150.0, T_ref, 4001), F, K, T_ref)
assert np.count_nonzero(np.diff(np.sign(scan))) == 1

# Full enthalpy and inventory balances, with an arbitrary enthalpy reference
h_ref = -2.0e4


def temperature_from_state(N, H):
    return T_ref + (H / N - h_ref) / c_liq


def open_vessel(t, state):
    N, H = state
    temp = temperature_from_state(N, H)
    rate = F * vapour_pressure(temp) / P
    h_vapour = h_ref + c_liq * (temp - T_ref) + L
    heat_in = K * (T_ref - temp)
    carrier_in = F * c * T_ref
    carrier_out = F * c * temp
    return [-rate, heat_in + carrier_in - carrier_out - rate * h_vapour]


run = solve_ivp(open_vessel, (0.0, 3.0e4), [N0, N0 * h_ref],
                method="DOP853", rtol=1e-10, atol=1e-10)
N_end, H_end = run.y[:, -1]
theta_run = T_ref - temperature_from_state(N_end, H_end)
assert run.success and N_end < 0.8 * N0
assert abs(theta_run - theta) < 1e-3

# Lambert estimates on the example, and the upper-bound property
assert abs(w / a - theta) / theta < 0.02
assert abs(x_corr / a - theta) / theta < 1e-3


def exact_x(B_value, eps_value):
    top = min(B_value, 0.999 / eps_value)
    return brentq(lambda x: x - B_value * np.exp(-x / (1 - eps_value * x)),
                  0.0, top, xtol=1e-14, rtol=1e-14)


for B_test in (0.1, 0.6, 3.0, 10.0):
    assert exact_x(B_test, eps) < lambertw(B_test).real

# The corrected estimate must have an error of second order in eps
for B_test in (3.0, 10.0):
    errors = [abs(exact_x(B_test, e) - lambert_x(B_test, e)[1])
              for e in (0.004, 0.002)]
    assert 3.6 < errors[0] / errors[1] < 4.4

# Relaxation rate from a small displacement of the full balances
rate_formula = K_e * (1 + s) / (N0 * c_liq)
kick, span = 0.01, 200.0
H_start = N0 * (h_ref + c_liq * (T + kick - T_ref))
relax = solve_ivp(open_vessel, (0.0, span), [N0, H_start],
                  method="DOP853", rtol=1e-11, atol=1e-11)
left = temperature_from_state(*relax.y[:, -1]) - T
rate_run = np.log(kick / left) / span
assert abs(rate_run / rate_formula - 1) < 5e-3   # inventory falls slightly

# Sensitivities by finite differences of the numerical root
d = 1e-4
sens_F = np.log(delivery(flow=F * np.exp(d)) / delivery(flow=F * np.exp(-d))) / (2*d)
sens_K = np.log(delivery(wall=K * np.exp(d)) / delivery(wall=K * np.exp(-d))) / (2*d)
sens_T = (steady_T(bath=T_ref + 0.01) - steady_T(bath=T_ref - 0.01)) / 0.02
assert abs(sens_F - (1 + s * phi) / (1 + s)) < 1e-6
assert abs(sens_K - s * (1 - phi) / (1 + s)) < 1e-6
assert abs(sens_T - 1 / (1 + s)) < 1e-6

# Large carrier flow tends to adiabatic saturation
theta_fast = T_ref - steady_T(flow=1e6 * F)
B_ad = a * L * p_ref / (P * c)
x_ad = lambert_x(B_ad, eps)[1]
assert abs(theta_fast * a / x_ad - 1) < 2e-3

# Bath temperature that restores the uncooled delivery rate
bath_needed = brentq(lambda b: delivery(bath=b) / n_uncooled - 1,
                     T_ref, T_ref + 40.0, xtol=1e-10)
assert abs(bath_needed - T_ref - theta0) < 1e-6

# Saturator law without the dilute approximation


def full_residual(temp):
    pv = vapour_pressure(temp)
    return K_e * (T_ref - temp) - L * F * pv / (P - pv)


T_full = brentq(full_residual, 150.0, T_ref, xtol=1e-11)
p_full = vapour_pressure(T_full)
n_full = F * p_full / (P - p_full)
rise = n_full / n - 1
rise_formula = p / (P - p) / (1 + s)
assert abs(rise / rise_formula - 1) < 0.05

# Latent heat that varies with temperature
delta_c = -60.0          # J/(mol K), vapour minus liquid


def latent(temp):
    return L + delta_c * (temp - T_ref)


def variable_residual(temp):
    log_p = quad(lambda u: latent(u) / (R * u**2), T_ref, temp)[0]
    return K_e * (T_ref - temp) - latent(temp) * F * p_ref * np.exp(log_p) / P


theta_var = T_ref - brentq(variable_residual, 250.0, T_ref, xtol=1e-10)
assert abs(theta_var / theta - 1) < 0.01

print(f"Bath temperature: {T_ref:.1f} K; latent heat: {L/1e3:.1f} kJ/mol")
print(f"Vapour pressure at bath temperature: {p_ref/torr:.3f} Torr")
print(f"Total pressure: {P/torr:.1f} Torr")
print(f"Carrier flow: {F/sccm:.1f} sccm = {F:.4e} mol/s")
print(f"Carrier heat capacity: {c:.3f} J/(mol K)")
print(f"Wall conductance K: {K:.4f} W/K")
print(f"Carrier term F*c: {F*c:.5f} W/K; total K_e: {K_e:.5f} W/K")
print(f"Carrier share phi: {phi:.4f}")
print(f"Uncooled delivery: {n_uncooled:.4e} mol/s = {n_uncooled/sccm:.3f} sccm")
print(f"Uncooled latent load: {L*n_uncooled:.4f} W")
print(f"Cooling without feedback theta0: {theta0:.3f} K")
print(f"Pressure ratio at T_bath-theta0: {vapour_pressure(T_ref-theta0)/p_ref:.4f}")
print(f"Slope a: {a:.5f} 1/K; B: {B:.4f}; eps: {eps:.5f}")
print(f"Lambert w: {w:.4f}; corrected a*theta: {x_corr:.4f}")
print(f"Cooling, leading Lambert: {w/a:.4f} K")
print(f"Cooling, corrected Lambert: {x_corr/a:.4f} K")
print(f"Cooling, numerical root: {theta:.4f} K; precursor T: {T:.3f} K")
print(f"Cooling, time integration at 30000 s: {theta_run:.4f} K")
print(f"Inventory: start {N0:.3f} mol, at 30000 s {N_end:.3f} mol")
print(f"Pressure ratio, leading Lambert: {w/B:.4f}")
print(f"Pressure ratio, corrected Lambert: {x_corr/B:.4f}")
print(f"Pressure ratio, numerical root: {p/p_ref:.4f}")
print(f"Vapour pressure during delivery: {p/torr:.4f} Torr")
print(f"Delivery rate: {n:.4e} mol/s = {n/sccm:.4f} sccm")
print(f"Latent load during delivery: {L*n:.4f} W")
print(f"Feedback strength s: {s:.4f}")
print(f"Liquid heat capacity: {c_liq:.1f} J/(mol K)")
print(f"Relaxation time without feedback: {N0*c_liq/K_e:.0f} s")
print(f"Relaxation time, formula: {1/rate_formula:.0f} s")
print(f"Relaxation time, time integration: {1/rate_run:.0f} s")
print(f"Depletion time N/n: {N0/n:.3e} s")
print(f"dln(n)/dln(F): {sens_F:.4f}; dln(n)/dln(K): {sens_K:.4f}")
print(f"dT/dT_bath: {sens_T:.4f}")
for flow_sccm in (100.0, 500.0, 2000.0):
    flow = flow_sccm * sccm
    T_flow = steady_T(flow=flow)
    print(f"Flow {flow_sccm:.0f} sccm: cooling {T_ref-T_flow:.3f} K, "
          f"p/p_bath {vapour_pressure(T_flow)/p_ref:.4f}, "
          f"delivery {delivery(flow=flow)/sccm:.3f} sccm")
print(f"Adiabatic limit: B {B_ad:.4f}, cooling {theta_fast:.3f} K")
print(f"Bath temperature restoring uncooled delivery: {bath_needed:.3f} K")
print(f"Non-dilute rise of delivery: {100*rise:.3f} %")
print(f"Non-dilute rise, formula: {100*rise_formula:.3f} %")
print(f"Vapour-liquid heat-capacity difference: {delta_c:.1f} J/(mol K)")
print(f"Cooling with variable latent heat: {theta_var:.4f} K")
print("all tests passed")
```

Printed output:

```
Bath temperature: 370.0 K; latent heat: 70.0 kJ/mol
Vapour pressure at bath temperature: 2.000 Torr
Total pressure: 100.0 Torr
Carrier flow: 500.0 sccm = 3.7179e-04 mol/s
Carrier heat capacity: 29.101 J/(mol K)
Wall conductance K: 0.0400 W/K
Carrier term F*c: 0.01082 W/K; total K_e: 0.05082 W/K
Carrier share phi: 0.2129
Uncooled delivery: 7.4358e-06 mol/s = 10.000 sccm
Uncooled latent load: 0.5205 W
Cooling without feedback theta0: 10.242 K
Pressure ratio at T_bath-theta0: 0.5232
Slope a: 0.06150 1/K; B: 0.6299; eps: 0.04395
Lambert w: 0.4157; corrected a*theta: 0.4134
Cooling, leading Lambert: 6.7590 K
Cooling, corrected Lambert: 6.7227 K
Cooling, numerical root: 6.7225 K; precursor T: 363.278 K
Cooling, time integration at 30000 s: 6.7225 K
Inventory: start 0.500 mol, at 30000 s 0.349 mol
Pressure ratio, leading Lambert: 0.6599
Pressure ratio, corrected Lambert: 0.6564
Pressure ratio, numerical root: 0.6563
Vapour pressure during delivery: 1.3127 Torr
Delivery rate: 4.8805e-06 mol/s = 6.5634 sccm
Latent load during delivery: 0.3416 W
Feedback strength s: 0.4289
Liquid heat capacity: 300.0 J/(mol K)
Relaxation time without feedback: 2952 s
Relaxation time, formula: 2066 s
Relaxation time, time integration: 2064 s
Depletion time N/n: 1.024e+05 s
dln(n)/dln(F): 0.7638; dln(n)/dln(K): 0.2362
dT/dT_bath: 0.6999
Flow 100 sccm: cooling 2.160 K, p/p_bath 0.8749, delivery 1.750 sccm
Flow 500 sccm: cooling 6.722 K, p/p_bath 0.6563, delivery 6.563 sccm
Flow 2000 sccm: cooling 11.808 K, p/p_bath 0.4723, delivery 18.892 sccm
Adiabatic limit: B 2.9586, cooling 16.563 K
Bath temperature restoring uncooled delivery: 380.242 K
Non-dilute rise of delivery: 0.924 %
Non-dilute rise, formula: 0.931 %
Vapour-liquid heat-capacity difference: -60.0 J/(mol K)
Cooling with variable latent heat: 6.7439 K
all tests passed
```
